\section*{Why Faster Quenching Leaves More Miscoordinated Cations in an Amorphous Oxide}

\section*{Question}

Two films of the same amorphous oxide are cooled to room temperature, one slowly and one fast. Why does the fast-cooled film keep more cations with the wrong number of oxygen neighbours, and how much more?

\section*{Mechanism: a population that loses contact with the temperature}

Let each cation site have two states. In state N the cation is normally coordinated. In state M it is miscoordinated, its energy is higher by $H$, and it has $g$ times as many local arrangements. To return from M to N the site must cross a barrier $E$, which it attempts at frequency $\nu$.

While the film is hot, sites switch quickly and the fraction $x$ in state M follows its equilibrium value. If $H>0$, that value falls on cooling. The switching rate falls too, and much more steeply when $E\gg H$. Below some temperature the sites no longer switch in the time available, and the population stays near the value it had there. Faster cooling allows less time at each temperature, so contact is lost while the film is hotter and its equilibrium population larger.

The frozen population is described by a fictive temperature $T_f$, the temperature at which it would be the equilibrium one. It characterizes this population; other properties of the same film may have other fictive temperatures.

The explanation rests on three conditions: M costs energy, switching is thermally activated, and cooling starts from equilibrium or from a temperature high enough to erase the earlier state.

\section*{From the jump rates to the frozen fraction}

The rates for M$\to$N and N$\to$M are
\begin{equation}
r_\downarrow=\nu e^{-E/k_BT},\qquad r_\uparrow=g\,e^{-H/k_BT}\,r_\downarrow .
\end{equation}
Their ratio is fixed by detailed balance. Writing $\lambda=r_\uparrow+r_\downarrow$,
\begin{equation}
\frac{dx}{dt}=r_\uparrow(1-x)-r_\downarrow x=r_\uparrow-\lambda x=-\lambda\,(x-x_{eq}),
\end{equation}
\begin{equation}
x_{eq}=\frac{r_\uparrow}{\lambda}=\frac{1}{1+g^{-1}e^{H/k_BT}} .
\end{equation}
These equations can be read as a lottery: at rate $\lambda$ a site forgets its state and draws a new one, M with probability $x_{eq}$. The resulting jump rates are $\lambda x_{eq}=r_\uparrow$ and $\lambda(1-x_{eq})=r_\downarrow$, as required.

Now cool from $T_0$ to $T_1$ at constant rate $q>0$, so that $dT=-q\,dt$. The deviation $y=x-x_{eq}$ obeys $dy/dt=-\lambda y-dx_{eq}/dt$. Dividing by $-q$ and writing $x_{eq}'=dx_{eq}/dT$ gives
\begin{equation}
\frac{dy}{dT}=\frac{\lambda}{q}\,y-x_{eq}' .
\end{equation}
Define
\begin{equation}
S(T)=e^{-\Lambda(T)/q},\qquad \Lambda(T)=\int_{T_1}^{T}\lambda(T')\,dT' .
\end{equation}
$S(T)$ is the probability that a site makes no new draw between $T$ and the end of cooling. Since $dS/dT=-\lambda S/q$, the terms in $\lambda$ cancel in the derivative of the product:
\begin{equation}
\frac{d(Sy)}{dT}=-S\,x_{eq}' .
\end{equation}
Integrate from $T_1$ to $T_0$, with $S(T_1)=1$. The final fraction $x_f=x_{eq}(T_1)+y(T_1)$ is
\begin{equation}
x_f=x_{eq}(T_1)+\int_{T_1}^{T_0}x_{eq}'\,S\,dT+S(T_0)\,y(T_0).
\label{eq:sol}
\end{equation}

For an equilibrium start, $y(T_0)=0$. The sign of $x_{eq}'$ follows from $\ln[x_{eq}/(1-x_{eq})]=\ln g-H/k_BT$, whose derivative gives
\begin{equation}
x_{eq}'=\frac{H}{k_BT^2}\,x_{eq}(1-x_{eq}).
\end{equation}
Because $\partial S/\partial q=\Lambda S/q^2$,
\begin{equation}
\frac{dx_f}{dq}=\int_{T_1}^{T_0}x_{eq}'\,\frac{\Lambda S}{q^2}\,dT>0\qquad(H>0).
\end{equation}
Within the model this proves the claim. As $x_{eq}$ rises with $T$, the fictive temperature defined by $x_{eq}(T_f)=x_f$ rises with $q$ as well.

To see why the frozen state resembles a hotter equilibrium, integrate by parts:
\begin{equation}
\int_{T_1}^{T_0}x_{eq}'S\,dT=x_{eq}(T_0)S(T_0)-x_{eq}(T_1)+\int_{T_1}^{T_0}x_{eq}\frac{\lambda S}{q}\,dT,
\end{equation}
and therefore
\begin{equation}
x_f=S(T_0)\,x_{eq}(T_0)+\int_{T_1}^{T_0}\frac{\lambda S}{q}\,x_{eq}(T)\,dT .
\end{equation}
The weights are positive and sum to one, because $\int(\lambda S/q)\,dT=1-S(T_0)$. Each site thus carries the equilibrium odds of the temperature at which it last drew, and $x_f$ is the average over those temperatures.

\section*{Where the population freezes}

For small $x$, $\lambda\simeq r_\downarrow$. For $E\gg k_BT$ its integral is $\Lambda\simeq(k_BT^2/E)\,r_\downarrow$, since differentiating this expression returns $r_\downarrow(1+2k_BT/E)$. The freezing temperature $T_g$ is where $\Lambda/q=1$:
\begin{equation}
q=\frac{k_BT_g^2}{E}\,\nu e^{-E/k_BT_g}.
\label{eq:tg}
\end{equation}
Use $u=\Lambda/q$ as the variable. The weight becomes $(\lambda S/q)\,dT=e^{-u}du$. Near $T_g$ the factor $T^2$ changes little beside the exponential, so
\begin{equation}
u\simeq\exp\!\left[\frac{E}{k_BT_g}-\frac{E}{k_BT}\right]
\;\Rightarrow\;
\frac{1}{k_BT}=\frac{1}{k_BT_g}-\frac{\ln u}{E}.
\end{equation}
For small $x$, $x_{eq}\simeq g e^{-H/k_BT}=g e^{-H/k_BT_g}u^{H/E}$. If cooling starts well above $T_g$, $u$ runs from practically zero to a large value, and
\begin{equation}
x_f\simeq x_{eq}(T_g)\int_0^\infty u^{H/E}e^{-u}du=x_{eq}(T_g)\,\Gamma\!\left(1+\frac HE\right).
\label{eq:gamma}
\end{equation}

The sensitivity to cooling rate follows from the logarithm of Eq.~(\ref{eq:tg}):
\begin{equation}
\frac{d\ln q}{dT_g}=\frac{2}{T_g}+\frac{E}{k_BT_g^2}=\frac{E+2k_BT_g}{k_BT_g^2}.
\end{equation}
Since $d\ln x_{eq}/dT_g\simeq H/k_BT_g^2$ for small $x$, division gives
\begin{equation}
\frac{d\ln x_f}{d\ln q}\simeq\frac{H}{E+2k_BT_g}.
\label{eq:exp}
\end{equation}
The energy cost makes the population sensitive to temperature, while the relative shift of the freezing temperature, $d\ln T_g/d\ln q=k_BT_g/(E+2k_BT_g)$, is small because $E\gg k_BT_g$.

\section*{Numbers for a thin film}

Take $H=0.40$~eV, $E=1.80$~eV, $g=3$, $\nu=10^{13}$~s$^{-1}$ and $3.5\times10^{22}$ cations per cm$^3$. These are rough model values, chosen so that a furnace-cooled film freezes near 600~K. All films are cooled to 300~K.

For the furnace rate of 0.1~K/s, Eq.~(\ref{eq:tg}) gives $T_g=595.6$~K, or $k_BT_g=0.0513$~eV. Then
\begin{equation}
x_{eq}(T_g)\simeq3\,e^{-0.40/0.0513}\simeq0.12\,\%,\qquad \Gamma(1.22)\simeq0.91,
\end{equation}
and their product is 0.113\,\%. Direct integration of the rate equation gives 0.114\,\%. For three ways of cooling, direct integration gives:

\begin{center}
\begin{tabular}{lrrrr}
 & $q$ (K/s) & $T_0$ (K) & $T_f$ (K) & $x_f$ (\%)\\
furnace & $0.1$ & 700 & 590 & 0.114\\
lamp & $10^2$ & 850 & 723 & 0.484\\
laser & $10^8$ & 1600 & 1282 & 7.44
\end{tabular}
\end{center}

The corresponding densities of miscoordinated cations are $4.0\times10^{19}$, $1.7\times10^{20}$ and $2.6\times10^{21}$~cm$^{-3}$. The start temperatures differ, but each lies far enough above its freezing window to be forgotten; starting the furnace run at 750~K instead changes $x_f$ by less than one part in $10^4$.

Near the furnace rate, Eq.~(\ref{eq:exp}) gives an exponent of $0.40/(1.80+0.103)=0.210$, and direct integration agrees. Tenfold faster cooling therefore multiplies the fraction by 1.62. Nine such steps would give a factor of nearly 80, whereas the laser-to-furnace ratio is 65. The exponent falls along the way: $2k_BT_g$ grows, and at larger $x$ the logarithmic slope of $x_{eq}$ carries the factor $1-x_{eq}$.

\section*{Removing one condition at a time}

\textbf{Energy cost.} If $H=0$, then $x_{eq}'=0$ and the cooling rate has no effect. If $H=-0.40$~eV, the order reverses: starting at 1600~K, the fraction in M falls from practically 100\,\% at 0.1~K/s to 98.2\,\% at $10^{13}$~K/s.

\textbf{Activation.} Suppose the relaxation rate stayed at $5.9\times10^{-3}$~s$^{-1}$ at all temperatures, with $x_{eq}$ unchanged. Lamp cooling would still leave an excess, but one hour at 300~K lasts about 21 relaxation times, and less than $10^{-6}$ of the excess survives. With activated rates the loss in that hour is too small to see in six decimals.

\textbf{Starting state.} The last term of Eq.~(\ref{eq:sol}) is negative if the film starts with too few miscoordinated sites. Starting at 1600~K with none, cooling at $10^8$~K/s leaves 7.44\,\%, but cooling at $10^{13}$~K/s leaves 0.0032\,\%, because the sites have no time to become miscoordinated.

There is also a ceiling. From equilibrium at 1600~K, cooling at $10^{13}$~K/s leaves 14.15\,\%, which to the digits shown is the starting value. Faster cooling can add almost nothing. Molecular-dynamics quenches have rates of roughly this order; in this model, one started at 1600~K would simply keep its starting population. A much hotter start would leave time for some relaxation.

\section*{What this means for a real film}

The setting resembles amorphous In--Ga--Zn oxide, which is annealed at a few hundred degrees Celsius and crystallizes at very roughly 870~K. The two-state energies are assumed, not measured or computed for this material. Real coordination numbers are broadly distributed, and $x$ counts just the part that responds to temperature. A miscoordinated cation need not be an electrically active trap, so the densities above are not trap densities.

Real sites also differ from one another. With the other settings fixed, a Gaussian spread of 0.20~eV in $E$ raises the furnace value from 0.114 to 0.139\,\% and the laser value from 7.44 to 7.54\,\%. A spread of 0.05~eV in $H$ gives 0.184 and 8.02\,\%. The order survives, but the laser-to-furnace ratio drops from 65 to about 54 in the first case and 44 in the second. The values with spread barriers assume equilibrium at the start temperatures, where the sites with the highest barriers are already frozen; starting the furnace run in equilibrium at 900~K gives 0.145\,\% instead of 0.139\,\%. If miscoordinated sites lower each other's energy by $0.20\,x$~eV, the laser value becomes 8.84\,\%. This value and those for the spread in $H$ keep the barrier $E$ out of M fixed. If instead the top of the barrier stays fixed relative to N, so that $E+H$ is constant, the spread in $H$ gives 0.216 and 8.17\,\%, a ratio of about 38, and the mutual lowering gives 9.19\,\%.

Ten years at 350~K remove 0.004\,\% of the laser film's miscoordinated sites, or 3.5\,\% with the spread in barriers, as sites with low barriers relax. The temperature lag across a 50~nm film during laser cooling, about 0.25~K, is negligible beside a freezing window with a standard deviation of 84~K.

Crystallization could invalidate the laser example. Assume it takes one hour at 870~K and extrapolate with a constant activation energy. At 3.0~eV, the laser cooling lasts the equivalent of 0.016 crystallization times. Above 3.7~eV it exceeds one, and the film would not stay amorphous. This estimate ignores the loss of driving force near melting and counts the cooling only; an equally fast heating ramp doubles the extent and lowers the limit to 3.6~eV. At 3.0~eV, heating and cooling at 0.1~K/s use 0.003 crystallization times with a peak of 800~K but 0.47 with a peak of 900~K.

Many oxide films are sputtered, not quenched from a liquid, so they need not start in equilibrium. In the model, a sufficiently hot anneal removes this history. With a single barrier, 700~K is enough: the laser-quenched film, reheated to that temperature and cooled at 0.1~K/s, ends at the furnace value of 0.114\,\%. With the 0.20~eV spread in barriers it is not, because the sites with high barriers do not reset: heating to 700~K and cooling, both at 0.1~K/s, leaves 0.51\,\%. A peak of 800~K leaves 0.149\,\%, close to the 0.145\,\% of a fully erased history. Slow cooling is needed mainly within the freezing window. Switching the furnace run to 100~K/s below 500~K raises $x_f$ by 0.07\,\% of its value with a single barrier, and by about 1\,\% with the spread. The rule is a result of the model. Applying it to a real film requires at least that miscoordination behaves as assumed here, that the anneal starts above the freezing windows of nearly all sites, that the film does not crystallize, and that its oxygen content stays fixed. The remaining values are in the numerical output.

\section*{Values computed for the example and the checks}
\begin{verbatim}
energy of miscoordinated state: 0.40 eV
barrier for return to normal: 1.80 eV
arrangement ratio: 3; attempt frequency: 1e+13 1/s
cation density (rough): 3.5e+22 1/cm^3
final temperature of cooling: 300 K
equilibrium fraction at 300 K: 5.72e-07
furnace: cooling rate 1.0e-01 K/s from 700 K
  freezing temperature Tg 595.6 K
  window mean 588.0 K, standard deviation 19.4 K
  frozen fraction 0.1144 %, closed form 0.1128 %
  fictive temperature 589.8 K
  miscoordinated cations 4.01e+19 1/cm^3
lamp: cooling rate 1.0e+02 K/s from 850 K
  freezing temperature Tg 731.1 K
  window mean 720.1 K, standard deviation 28.7 K
  frozen fraction 0.4841 %, closed form 0.4762 %
  fictive temperature 722.5 K
  miscoordinated cations 1.69e+20 1/cm^3
laser: cooling rate 1.0e+08 K/s from 1600 K
  freezing temperature Tg 1311.7 K
  window mean 1279.3 K, standard deviation 83.7 K
  frozen fraction 7.4415 %, closed form 7.3157 %
  fictive temperature 1282.5 K
  miscoordinated cations 2.60e+21 1/cm^3
laser/furnace fraction ratio: 65.0
rate exponent near 0.1 K/s: 0.2103, formula 0.2102
growth per tenfold faster cooling: factor 1.62
fraction after 1e13 K/s from 1600 K: 14.154 %
equilibrium fraction at 1600 K: 14.154 %
gap reversed: 100.00 % slow, 98.21 % fast
empty start, 1e8 K/s: 7.441 %
empty start, 1e13 K/s: 0.0032 %
unactivated comparison rate: 5.89e-03 1/s
excess kept after 1 h at 300 K, activated: 1.000000
unactivated: kept part is below 1e-6: True
Newtonian cooling changes furnace x by -1.51 %
100 K/s below 500 K changes it by 0.066 %
laser film after furnace cycle from 700 K: 0.1144 %
barrier spread 0.20 eV: furnace 0.139 %, laser 7.54 %
energy spread 0.05 eV: furnace 0.184 %, laser 8.02 %
attraction 0.20 eV times x: laser 8.84 %
laser film, 10 years at 350 K: loss 0.0038 %
same with barrier spread: loss 3.5 %
film 50 nm, heat diffusivity 5e-07 m^2/s
temperature lag across film, laser: 0.25 K
crystallization extent at 3.0 eV, furnace: 2.3e-06
crystallization extent at 3.0 eV, lamp: 2.1e-05
crystallization extent at 3.0 eV, laser: 1.6e-02
laser film crystallizes if activation exceeds 3.71 eV
\end{verbatim}
